# Evanescent Interference Exposure of a 193 nm Resist at NA 1.80: a numerical check

```python
# Result under test: when two beams of transverse index NA meet a lossless
# half-space of resist with index n < NA, the intensity |E|^2 falls as
# exp(-z/delta), delta = wavelength / (4 pi sqrt(NA^2 - n^2)).
# Symbols: k0 vacuum wavenumber, kx = k0 NA, kappa field decay constant,
# z depth below the resist surface. Lengths in nm, time factor exp(-i w t).
# TE: E along the fringes. TM: H along the fringes.
# Material indices below are rough typical values at 193 nm.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import erfc

wavelength, NA, n_resist = 193.0, 1.80, 1.70
n_prism, k_resist, n_liquid = 1.92, 0.03, 1.64
n_silicon = 0.88 + 2.78j
gap, blur = 10.0, 5.0
k0 = 2 * np.pi / wavelength
kx = k0 * NA
kz_prism = k0 * np.sqrt(n_prism**2 - NA**2)


def depth_formula(na, n, lam=wavelength):
    return lam / (4 * np.pi * np.sqrt(na**2 - n**2))


def integrate_stack(layers, polarization="TE"):
    """Integrate Maxwell's equations upward from u = 0 at the bottom.

    layers: (index, thickness) from top to bottom, below the prism.
    u = E (TE) or H (TM); v = u' (TE) or u'/eps (TM).
    Returns layer solutions, incident and reflected amplitudes of u.
    """
    state = np.array([0.0, 1.0], dtype=complex)
    solutions = []
    for index, thickness in reversed(layers):
        eps = complex(index)**2
        weight = 1.0 if polarization == "TE" else eps
        coupling = (kx**2 - k0**2 * eps) / weight

        def slope(z, y, w=weight, c=coupling):
            return np.array([w * y[1], c * y[0]])

        run = solve_ivp(slope, (thickness, 0.0), state, method="DOP853",
                        rtol=1e-10, atol=1e-12, dense_output=True)
        assert run.success
        state = run.y[:, -1]
        solutions.insert(0, run.sol)
    weight = 1.0 if polarization == "TE" else n_prism**2
    flux_part = state[1] * weight / (1j * kz_prism)
    return solutions, (state[0] + flux_part) / 2, (state[0] - flux_part) / 2


def one_over_e(intensity, upper):
    top = intensity(0.0)
    return brentq(lambda z: intensity(z) / top - np.exp(-1), 0.0, upper)


def te_intensity(solution):
    return lambda z: abs(solution(z)[0])**2


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Main result, TE, half-space represented by a very thick layer
kappa = k0 * np.sqrt(NA**2 - n_resist**2)
delta = depth_formula(NA, n_resist)
sols, incident, reflected = integrate_stack([(n_resist, 500.0)])
profile = te_intensity(sols[0])
delta_numeric = one_over_e(profile, 100.0)
assert close(delta_numeric, delta, 1e-6)
assert abs(delta_numeric - 26.0) < 0.1
for depth in (10.0, 50.0, 100.0):
    assert close(profile(depth) / profile(0.0), np.exp(-depth / delta), 1e-5)
surface_te = 4 * (n_prism**2 - NA**2) / (n_prism**2 - n_resist**2)
assert close(profile(0.0) / abs(incident)**2, surface_te, 1e-6)
reflectance = abs(reflected / incident)**2
assert abs(reflectance - 1) < 1e-8

# Fringe period from the two prism waves at their actual angle
angle = np.arcsin(NA / n_prism)
x = np.arange(0.0, 1000.0, 0.01)
phase = k0 * n_prism * np.sin(angle) * x
fringes = abs(np.exp(1j * phase) + np.exp(-1j * phase))**2
peaks = x[find_peaks(fringes)[0]]
period = wavelength / (2 * NA)
assert abs(np.mean(np.diff(peaks)) - period) < 0.01

# TM: same depth law, reduced contrast
sols_tm, _, _ = integrate_stack([(n_resist, 500.0)], "TM")


def tm_intensity(solution, z, position):
    h, e_along = solution(z)
    e_normal = kx * h / n_resist**2
    return (abs(e_along * np.cos(kx * position))**2
            + abs(e_normal * np.sin(kx * position))**2)


tm_pattern = tm_intensity(sols_tm[0], 0.0, x[:20000])
contrast_numeric = ((tm_pattern.max() - tm_pattern.min())
                    / (tm_pattern.max() + tm_pattern.min()))
contrast_tm = n_resist**2 / (2 * NA**2 - n_resist**2)
assert close(contrast_numeric, contrast_tm, 1e-5)
for position in (0.0, 7.0, 20.0):
    tm_depth = one_over_e(
        lambda z: tm_intensity(sols_tm[0], z, position), 100.0)
    assert close(tm_depth, delta, 1e-5)

# Sensitivity to resist index and to NA
slope_n = delta * n_resist / (NA**2 - n_resist**2)
slope_na = -delta * NA / (NA**2 - n_resist**2)
step = 1e-5
fd_n = (depth_formula(NA, n_resist + step)
        - depth_formula(NA, n_resist - step)) / (2 * step)
fd_na = (depth_formula(NA + step, n_resist)
         - depth_formula(NA - step, n_resist)) / (2 * step)
assert close(fd_n, slope_n, 1e-6) and close(fd_na, slope_na, 1e-6)


# Absorbing resist
def complex_decay(k):
    return k0 * np.sqrt(NA**2 - (n_resist + 1j * k)**2)


q_lossy = complex_decay(k_resist)
delta_lossy = 1 / (2 * q_lossy.real)
sols_l, inc_l, ref_l = integrate_stack([(n_resist + 1j * k_resist, 500.0)])
assert close(one_over_e(te_intensity(sols_l[0]), 100.0), delta_lossy, 1e-6)
t_lossy = 2 * kz_prism / (kz_prism + 1j * q_lossy)
absorbed = (2 * n_resist * k_resist * k0**2 * abs(t_lossy)**2
            * delta_lossy / kz_prism)
assert close(1 - abs(ref_l / inc_l)**2, absorbed, 1e-6)


def leading_change(k):
    return -k**2 * NA**2 / (2 * (NA**2 - n_resist**2)**2)


k_small = 0.003
change_small = 1 / (2 * complex_decay(k_small).real) / delta - 1
assert close(change_small, leading_change(k_small), 0.01)

# Liquid gap between prism and resist
kappa_gap = k0 * np.sqrt(NA**2 - n_liquid**2)
ch, sh = np.cosh(kappa_gap * gap), np.sinh(kappa_gap * gap)
C = ch + kappa / kappa_gap * sh
D = kappa_gap * sh + kappa * ch
surface_gap = 4 / (C**2 + D**2 / kz_prism**2)
sols_g, inc_g, _ = integrate_stack([(n_liquid, gap), (n_resist, 500.0)])
profile_gap = te_intensity(sols_g[1])
assert close(profile_gap(0.0) / abs(inc_g)**2, surface_gap, 1e-6)
delta_gap = one_over_e(profile_gap, 100.0)
assert close(delta_gap, delta, 1e-6)

# Finite film on silicon
kappa_si = np.sqrt(kx**2 - k0**2 * n_silicon**2)
r_te = (kappa - kappa_si) / (kappa + kappa_si)
a_resist, a_si = kappa / n_resist**2, kappa_si / n_silicon**2
r_tm = (a_resist - a_si) / (a_resist + a_si)


def film_te(z, d):
    return abs(np.exp(-kappa * z) + r_te * np.exp(-kappa * (2 * d - z)))**2


def film_tm(z, d):
    down, up = np.exp(-kappa * z), r_tm * np.exp(-kappa * (2 * d - z))
    return kappa**2 * abs(up - down)**2 + kx**2 * abs(up + down)**2


film_depths = {}
for d in (40.0, 80.0, 150.0):
    stack = [(n_resist, d), (n_silicon, 100.0)]
    sols_f, _, _ = integrate_stack(stack)
    numeric = te_intensity(sols_f[0])
    for z in (0.3 * d, 0.7 * d, d):
        assert close(numeric(z) / numeric(0.0),
                     film_te(z, d) / film_te(0.0, d), 1e-5)
    film_depths[d] = one_over_e(numeric, d)
d_thin = 40.0
sols_f, _, _ = integrate_stack(
    [(n_resist, d_thin), (n_silicon, 100.0)], "TM")


def tm_mean(z):
    h, e_along = sols_f[0](z)
    return (abs(e_along)**2 + abs(kx * h / n_resist**2)**2) / 2


ratio_te = film_te(d_thin, d_thin) / film_te(0.0, d_thin)
ratio_tm = film_tm(d_thin, d_thin) / film_tm(0.0, d_thin)
assert close(tm_mean(d_thin) / tm_mean(0.0), ratio_tm, 1e-5)


# Acid diffusion: Gaussian blur, no flux through the top surface
def gauss(z):
    return np.exp(-z**2 / (2 * blur**2)) / (blur * np.sqrt(2 * np.pi))


def blurred(z):
    s = blur / delta
    return 0.5 * np.exp(s**2 / 2) * (
        np.exp(-z / delta) * erfc((s - z / blur) / np.sqrt(2))
        + np.exp(z / delta) * erfc((s + z / blur) / np.sqrt(2)))


for z in (0.0, 8.0, 30.0):
    direct = quad(lambda s: np.exp(-s / delta) * (gauss(z - s) + gauss(z + s)),
                  0.0, z + 12 * blur, points=[max(z, 1.0)], epsabs=1e-12)[0]
    assert close(direct, blurred(z), 1e-7)
depth_blurred = one_over_e(blurred, 100.0)
contrast_blur = np.exp(-2 * np.pi**2 * blur**2 / period**2)
direct = quad(lambda s: gauss(s) * np.cos(2 * np.pi * s / period),
              -12 * blur, 12 * blur, points=[0.0], epsabs=1e-12)[0]
assert close(direct, contrast_blur, 1e-7)

print(f"vacuum wavelength: {wavelength:.1f} nm")
print(f"NA: {NA:.2f}; resist index: {n_resist:.2f}")
print(f"prism index (rough): {n_prism:.2f}")
print(f"beam angle in prism: {np.degrees(angle):.2f} degrees")
print(f"vacuum wavenumber k0: {k0:.6f} 1/nm")
print(f"NA^2 - n^2: {NA**2 - n_resist**2:.4f}")
print(f"sqrt(NA^2 - n^2): {np.sqrt(NA**2 - n_resist**2):.5f}")
print(f"field decay constant kappa: {kappa:.6f} 1/nm")
print(f"intensity decay constant 2 kappa: {2 * kappa:.6f} 1/nm")
print(f"intensity 1/e depth, formula: {delta:.3f} nm")
print(f"intensity 1/e depth, integrated field: {delta_numeric:.3f} nm")
print(f"field 1/e depth: {2 * delta:.3f} nm")
print(f"fringe period: {period:.3f} nm; half: {period / 2:.3f} nm")
print(f"TE surface intensity / one incident beam: {surface_te:.4f}")
print(f"TE fringe peak / one incident beam: {4 * surface_te:.4f}")
print(f"lossless reflectance, integrated field: {reflectance:.8f}")
print(f"TM fringe contrast: {contrast_tm:.4f}")
print(f"d(depth)/d(resist index): {slope_n:.2f} nm per unit index")
print(f"d(depth)/d(NA): {slope_na:.2f} nm per unit NA")
for n in (1.68, 1.72):
    print(f"1/e depth at resist index {n:.2f}: "
          f"{depth_formula(NA, n):.2f} nm")
for na in (1.79, 1.81):
    print(f"1/e depth at NA {na:.2f}: {depth_formula(na, n_resist):.2f} nm")
print(f"resist extinction k (rough): {k_resist:.3f}")
print(f"1/e depth with absorption: {delta_lossy:.3f} nm")
print(f"relative depth change, full: {100 * (delta_lossy / delta - 1):.3f} %")
print(f"relative depth change, leading order: "
      f"{100 * leading_change(k_resist):.3f} %")
print(f"TE surface intensity with absorption: {abs(t_lossy)**2:.4f}")
print(f"absorbed fraction of one TE beam: {absorbed:.4f}")
print(f"liquid index (rough): {n_liquid:.2f}; gap: {gap:.1f} nm")
print(f"gap decay constant: {kappa_gap:.6f} 1/nm")
print(f"TE surface intensity with gap: {surface_gap:.4f}")
print(f"surface intensity, gap / contact: {surface_gap / surface_te:.4f}")
print(f"resist 1/e depth with gap: {delta_gap:.3f} nm")
print(f"silicon index (rough): {n_silicon.real:.2f} + {n_silicon.imag:.2f}i")
print(f"TE r at silicon: {r_te.real:.4f} {r_te.imag:+.4f}i")
print(f"TM r (of H) at silicon: {r_tm.real:.4f} {r_tm.imag:+.4f}i")
print(f"|r| at silicon: TE {abs(r_te):.4f}, TM {abs(r_tm):.4f}")
for d, value in film_depths.items():
    print(f"TE 1/e depth, {d:.0f} nm film on silicon: {value:.3f} nm")
print(f"bottom/top intensity at {d_thin:.0f} nm, half-space law: "
      f"{np.exp(-d_thin / delta):.4f}")
print(f"bottom/top, {d_thin:.0f} nm film on silicon, TE: {ratio_te:.4f}")
print(f"bottom/top, same film, TM fringe average: {ratio_tm:.4f}")
print(f"acid blur, rms (rough): {blur:.1f} nm")
print(f"lateral contrast factor from blur: {contrast_blur:.4f}")
print(f"1/e depth of blurred acid profile: {depth_blurred:.3f} nm")
print("all tests passed")
```

Printed output:

```
vacuum wavelength: 193.0 nm
NA: 1.80; resist index: 1.70
prism index (rough): 1.92
beam angle in prism: 69.64 degrees
vacuum wavenumber k0: 0.032555 1/nm
NA^2 - n^2: 0.3500
sqrt(NA^2 - n^2): 0.59161
field decay constant kappa: 0.019260 1/nm
intensity decay constant 2 kappa: 0.038520 1/nm
intensity 1/e depth, formula: 25.961 nm
intensity 1/e depth, integrated field: 25.961 nm
field 1/e depth: 51.921 nm
fringe period: 53.611 nm; half: 26.806 nm
TE surface intensity / one incident beam: 2.2421
TE fringe peak / one incident beam: 8.9684
lossless reflectance, integrated field: 1.00000000
TM fringe contrast: 0.8050
d(depth)/d(resist index): 126.09 nm per unit index
d(depth)/d(NA): -133.51 nm per unit NA
1/e depth at resist index 1.68: 23.77 nm
1/e depth at resist index 1.72: 28.94 nm
1/e depth at NA 1.79: 27.40 nm
1/e depth at NA 1.81: 24.72 nm
resist extinction k (rough): 0.030
1/e depth with absorption: 25.663 nm
relative depth change, full: -1.146 %
relative depth change, leading order: -1.190 %
TE surface intensity with absorption: 1.9289
absorbed fraction of one TE beam: 0.2460
liquid index (rough): 1.64; gap: 10.0 nm
gap decay constant: 0.024152 1/nm
TE surface intensity with gap: 1.3815
surface intensity, gap / contact: 0.6162
resist 1/e depth with gap: 25.961 nm
silicon index (rough): 0.88 + 2.78i
TE r at silicon: -0.7052 +0.0568i
TM r (of H) at silicon: -2.3601 +1.2670i
|r| at silicon: TE 0.7075, TM 2.6787
TE 1/e depth, 40 nm film on silicon: 16.805 nm
TE 1/e depth, 80 nm film on silicon: 23.363 nm
TE 1/e depth, 150 nm film on silicon: 25.767 nm
bottom/top intensity at 40 nm, half-space law: 0.2142
bottom/top, 40 nm film on silicon, TE: 0.0268
bottom/top, same film, TM fringe average: 1.8190
acid blur, rms (rough): 5.0 nm
lateral contrast factor from blur: 0.8422
1/e depth of blurred acid profile: 30.263 nm
all tests passed
```
